# Space-group symmetry of the PAW transformation and of smooth wave functions

A band calculation with the projector augmented-wave (PAW) method stores a smooth function $\tilde\psi$ for each state, here taken to be a set of plane-wave coefficients. A symmetry label, needed for a selection rule or to follow a band through a crossing, can be read from these coefficients. The label belongs, however, to the all-electron function $\psi=T\tilde\psi$, which differs strongly from $\tilde\psi$ near the nuclei. Reading it from $\tilde\psi$ is justified if $T$ respects the symmetry of the crystal and can be inverted. Both properties depend on the atomic datasets.

## The map and the symmetry operations

The PAW map is

$$T=1+\sum_{R}\sum_{i}|\Delta_i^R\rangle\langle\tilde p_i^R|,\qquad \Delta_i^R=\phi_i^R-\tilde\phi_i^R, \tag{1}$$

where $R$ runs over all atomic sites and $i=(n,l,m)$ over the channels of an atom. The partial waves $\phi_i$ and $\tilde\phi_i$ coincide outside a sphere around the atom, so $\Delta_i$ vanishes there; the projectors $\tilde p_i$ also vanish outside it. Each integral $\langle\tilde p_i^R|f\rangle$ is therefore finite even for a Bloch function $f$, which is not normalizable over the infinite crystal.

Each function $F=\phi,\tilde\phi,\tilde p$ has the form

$$F_{nlm}^R(\mathbf r)=F_{nl}(|\mathbf r-\mathbf R|)\,Y_{lm}(\widehat{\mathbf r-\mathbf R}). \tag{2}$$

Two assumptions are made about the datasets. Atoms that the space group carries into each other have the same radial functions $F_{nl}$, with harmonics referred to common axes. Every shell $(n,l)$ contains all $2l+1$ values of $m$. Spin is left out: all functions are scalar.

A space-group operation $g=\{S|\mathbf t\}$, with $S$ a proper or improper rotation, moves the point $\mathbf r$ to $S\mathbf r+\mathbf t$ and acts on functions as

$$(gf)(\mathbf r)=f\big(S^{-1}(\mathbf r-\mathbf t)\big). \tag{3}$$

The substitution $\mathbf r'=S^{-1}(\mathbf r-\mathbf t)$ has a Jacobian of modulus one, so $\langle ga|gb\rangle=\langle a|b\rangle$. Hence

$$g|a\rangle\langle b|g^{-1}f=|ga\rangle\langle b|g^{-1}f\rangle=|ga\rangle\langle gb|f\rangle. \tag{4}$$

Conjugating a dyad thus means applying $g$ to both of its functions.

## Rotation of one shell

The functions $r^lY_{lm}$ span the homogeneous polynomials of degree $l$ that satisfy Laplace's equation. An orthogonal change of coordinates preserves both the degree and the Laplacian. A rotated harmonic is therefore a combination of harmonics with the same $l$:

$$Y_{lm}(S^{-1}\hat{\mathbf x})=\sum_{m'}D_{m'm}(S)\,Y_{lm'}(\hat{\mathbf x}). \tag{5}$$

The matrix $D$ depends on $l$, which is not written. Since $S$ preserves solid angle, the rotated harmonics are still orthonormal:

$$\delta_{mm'}=\int Y_{lm}^*(S^{-1}\hat{\mathbf x})\,Y_{lm'}(S^{-1}\hat{\mathbf x})\,d\Omega=\sum_{\mu}D_{\mu m}^*D_{\mu m'} . \tag{6}$$

This is $D^\dagger D=1$. For a complete shell $D$ is a square matrix, so $DD^\dagger=1$ as well.

Now apply $g$ to the atomic function (2). Its argument becomes

$$S^{-1}(\mathbf r-\mathbf t)-\mathbf R=S^{-1}(\mathbf r-\mathbf t-S\mathbf R)=S^{-1}(\mathbf r-g\mathbf R),\qquad g\mathbf R=S\mathbf R+\mathbf t. \tag{7}$$

The length of this vector is $|\mathbf r-g\mathbf R|$, and its direction is rotated by $S^{-1}$. Equation (5) then gives

$$gF_{nlm}^{R}=\sum_{m'}D_{m'm}\,F_{nlm'}^{gR}. \tag{8}$$

The radial function on the right is the one taken from site $R$. By the first assumption it is also the one that belongs to site $gR$. The same $D$ serves $\phi$, $\tilde\phi$ and $\tilde p$, and hence $\Delta$.

## T commutes with the space group

Take one shell on one atom and use (4) and (8). The coefficient of the bra is complex conjugated:

$$\begin{aligned}
g\sum_m|\Delta_m^R\rangle\langle\tilde p_m^R|\,g^{-1}
&=\sum_{m'm''}\Big(\sum_mD_{m'm}D_{m''m}^*\Big)|\Delta_{m'}^{gR}\rangle\langle\tilde p_{m''}^{gR}|\\
&=\sum_{m'm''}(DD^\dagger)_{m'm''}|\Delta_{m'}^{gR}\rangle\langle\tilde p_{m''}^{gR}|\\
&=\sum_{m'}|\Delta_{m'}^{gR}\rangle\langle\tilde p_{m'}^{gR}|. 
\end{aligned}\tag{9}$$

The term of atom $R$ has become the term of atom $gR$. Since $g$ permutes the atoms, summing over $R$ and over shells reproduces the sum in (1), and

$$gTg^{-1}=T,\qquad\text{or}\qquad gT=Tg . \tag{10}$$

Equation (9) also shows that the choice of axes is harmless for complete shells: turning the axes on one atom replaces its harmonics by a unitary combination, which drops out of the sum.

## When T can be inverted

Equation (10) carries symmetry from $\tilde\psi$ to $\psi$. The reverse direction needs $T^{-1}$. Suppose that the spheres do not overlap and that the projectors are dual to the smooth partial waves, $\langle\tilde p_i|\tilde\phi_j\rangle=\delta_{ij}$. Define on each atom

$$M_{ij}=\langle\tilde p_i|\phi_j\rangle=\delta_{ij}+\langle\tilde p_i|\Delta_j\rangle . \tag{11}$$

Let $T\tilde f=f$, and write $c_j=\langle\tilde p_j|\tilde f\rangle$ and $b_i=\langle\tilde p_i|f\rangle$. Projecting $f=\tilde f+\sum_j\Delta_jc_j$ on $\tilde p_i$ involves one atom at a time, because the spheres are separate:

$$b_i=c_i+\sum_j\langle\tilde p_i|\Delta_j\rangle c_j=\sum_jM_{ij}c_j . \tag{12}$$

If $M$ is nonsingular on every atom, then $c=M^{-1}b$, and $\tilde f$ can have no other form than

$$\tilde f=T^{-1}f=f-\sum_R\sum_{ij}|\Delta_i^R\rangle(M^{-1})_{ij}\langle\tilde p_j^R|f\rangle . \tag{13}$$

This function does solve $T\tilde f=f$. Its projections are $b-(M-1)M^{-1}b=M^{-1}b$, so $T$ adds back the terms that (13) subtracts.

If $M$ is singular, there is a vector $c\neq0$ with $Mc=0$. The function $h=\sum_ic_i\Delta_i$ has the projections $\langle\tilde p_i|h\rangle=[(M-1)c]_i=-c_i$. It is therefore not zero, yet

$$Th=h-\sum_ic_i\Delta_i=0 . \tag{14}$$

In that case $\tilde\psi$ and $\tilde\psi+h$ give the same $\psi$. Since $h$ sits on a single atom, $\tilde\psi+h$ is not even a Bloch function. The symmetry of $\psi$ then fixes that of $\tilde\psi$ only up to such additions, so invertibility is a genuine condition of the result below.

## Bloch vector and irreducible representation

Let $T$ be invertible. Multiplying $gT=Tg$ by $T^{-1}$ from both sides gives $T^{-1}g=gT^{-1}$.

For a lattice translation $g=\{1|\mathbf L\}$ and a Bloch function with $\psi(\mathbf r+\mathbf L)=e^{i\mathbf k\cdot\mathbf L}\psi(\mathbf r)$, equation (3) gives $g\psi=e^{-i\mathbf k\cdot\mathbf L}\psi$. Therefore

$$g\tilde\psi=gT^{-1}\psi=T^{-1}g\psi=e^{-i\mathbf k\cdot\mathbf L}\,\tilde\psi , \tag{15}$$

and $\tilde\psi$ has the Bloch vector of $\psi$.

The little group of $\mathbf k$ consists of the operations for which $S\mathbf k$ equals $\mathbf k$ up to a reciprocal-lattice vector. Let the functions $\psi_a$ of one level at $\mathbf k$ transform under it as

$$g\psi_a=\sum_b\psi_b\,\Gamma_{ba}(g) . \tag{16}$$

Applying $T^{-1}$ and using linearity,

$$g\tilde\psi_a=T^{-1}g\psi_a=\sum_b\tilde\psi_b\,\Gamma_{ba}(g) . \tag{17}$$

The $\tilde\psi_a$ are linearly independent because $T$ maps them to independent functions. They therefore carry the same representation, with the same matrices and not merely the same characters. Nothing in the argument requires $\mathbf t$ to be a lattice vector, so nonsymmorphic operations are included.

In practice one caution applies. The $\tilde\psi_a$ are in general not orthonormal in the plain scalar product, since $\langle\psi_a|\psi_b\rangle=\langle\tilde\psi_a|T^\dagger T|\tilde\psi_b\rangle$. With $O_{cb}=\langle\tilde\psi_c|\tilde\psi_b\rangle$, equation (17) gives $\langle\tilde\psi_c|g\tilde\psi_a\rangle=(O\Gamma)_{ca}$. The matrices follow as $\Gamma=O^{-1}\langle\tilde\psi|g\tilde\psi\rangle$. Since $g$ is unitary, $\Gamma^\dagger O\Gamma=O$; for orthonormal $\psi_a$ the matrix $\Gamma$ is unitary, so $O$ commutes with it. If the level is irreducible, Schur's lemma makes $O$ a multiple of the unit matrix and only the normalization has to be corrected; for a reducible level the full $O^{-1}$ may be needed.

The adjoint of (10) is $gT^\dagger g^{-1}=T^\dagger$, because $g$ is unitary. If $H$ commutes with $g$, so do $T^\dagger HT$ and $T^\dagger T$. The PAW eigenproblem $T^\dagger HT\tilde\psi=E\,T^\dagger T\tilde\psi$ can thus be sorted by the same symmetry labels as $H\psi=E\psi$. Practical calculations replace $T^\dagger T$ by the one-centre form $1+\sum_R\sum_{ij}|\tilde p_i^R\rangle\big(\langle\phi_i|\phi_j\rangle-\langle\tilde\phi_i|\tilde\phi_j\rangle\big)\langle\tilde p_j^R|$, with the bracket integrated over the sphere. This differs from $T^\dagger T$ unless the smooth partial waves are complete inside the sphere. It still commutes with $g$: for functions of the form (2) the bracket is diagonal in $l$ and $m$ and independent of $m$, so the calculation (9) applies with $\tilde p$ in place of $\Delta$.

## Incomplete shells and unequal atoms

Give the term of channel $m$ a weight $w_m$, equal to 1 if the channel is kept and 0 if it is dropped, and let $W$ be the diagonal matrix of these weights. The calculation in (9) then produces $DWD^\dagger$ in place of $DD^\dagger$. With one radial channel per $l$, the functions $\Delta_m$ are linearly independent, and so are the $\tilde p_m$. The shell is then invariant under $g$ if and only if

$$DW=WD . \tag{18}$$

The kept functions must not mix with the dropped ones. A complete shell satisfies this for every rotation. An incomplete shell may satisfy it for the operations of a particular crystal, so completeness is sufficient but not necessary.

The diamond structure provides examples. Its 48 rotations $S$, one for each class of operations that differ by a lattice translation, permute the cubic axes and change signs. With atoms at $0$ and $\boldsymbol\tau=(a/4)(1,1,1)$, they form two sets of 24:

- If the product of the signs is $+1$, then $S\boldsymbol\tau-\boldsymbol\tau$ is zero or has two components $-a/2$, which is a lattice vector. With $\mathbf t=0$ each sublattice is mapped to itself.
- If the product is $-1$, then $-S$ belongs to the first set. With $\mathbf t=\boldsymbol\tau$ the two sublattices are exchanged.

Three changes to the datasets can now be judged by counting.

1. Dropping $d_{yz}$ on both atoms leaves the operations that take $yz$ to $\pm yz$. These keep the $x$ axis, one of three equivalent axes, and number $48/3=16$.
2. Dropping $d_{xy}$, $d_{yz}$ and $d_{xz}$ together costs nothing. Cubic operations permute these three up to sign, so all 48 survive.
3. Making $\Delta$ larger by a factor 1.1 on the second atom removes the operations that exchange the sublattices and leaves 24.

## A model crystal

Take this structure with $a=8.0$ bohr and sphere radius $r_c=1.6$ bohr. Half the nearest-neighbour distance is 1.73 bohr, so the spheres are separate. Each atom has one s, one p and one d shell. With $x=r/r_c$, the radial parts are

$$\tilde\phi_l=x^le^{-x^2/2},\qquad \Delta_l=s_l\,x^l(1-x^2)^3,\qquad \tilde p_l\propto x^l(1-x^2)^2, \tag{19}$$

the last two for $x<1$. Duality fixes the factor in $\tilde p_l$. The strengths are $s_l=-1,\,1,\,2$ for s, p and d.

**Invertibility.** The matrix $M$ is diagonal, with elements 0.5616, 1.2795 and 1.3775 for s, p and d. None is zero, so $T$ is invertible. By (11), $M_s$ is linear in the strength, $M_s=1+s_s\gamma$, with $\gamma=(0.5616-1)/(-1)=0.4384$. It vanishes at $s_s=-1/0.4384=-2.281$. At that strength the function $(1-x^2)^3Y_{00}$ on the first atom, which is the s function $\Delta$ divided by $s_s$ and reaches 0.21 at the test points on that atom, is mapped to zero within rounding, as (14) requires.

**Commutation.** The map was applied by numerical integration to a sum of five plane waves with unrelated wave vectors. $T$ changes this function by up to 1.56 at the test points. For all 48 operations, each combined with a lattice translation, $Tgf$ and $gTf$ differ there by at most $3\times10^{-14}$.

**Bloch vector.** For $\mathbf k=(0.1,0.2,0.4)\,2\pi/a$ and $\mathbf L=(0,4,4)$ bohr,

$$\mathbf k\cdot\mathbf L=2\pi\,\frac{0.2\times4+0.4\times4}{8}=2\pi\times0.3=108^\circ . \tag{20}$$

The ratio $\tilde\psi(\mathbf r+\mathbf L)/\tilde\psi(\mathbf r)$, with $\tilde\psi$ from (13), has the phase $108.000^\circ$.

**Plane waves.** By (3), $g\,e^{i\mathbf q\cdot\mathbf r}=e^{-iS\mathbf q\cdot\mathbf t}e^{iS\mathbf q\cdot\mathbf r}$, and $|S\mathbf q|=|\mathbf q|$. A spherical cutoff is therefore preserved by every operation, and $T$ restricted to the retained waves keeps its symmetry. With 137 plane waves at $\mathbf k=0$, the numbers of commuting operations are 48 for the complete datasets and 16, 48 and 24 for the three changes above, as counted.

**Irreducible representations.** At the point X, $\mathbf k=(0,0,1)\,2\pi/a$, the little group has 16 rotations, those that keep the $z$ axis. The functions $\psi$ were found by diagonalizing a Hamiltonian with a Gaussian well on each atom ($-V_0e^{-r^2/2\sigma^2}$ with depth $V_0=2.0$ hartree and width $\sigma=1.0$ bohr), which contains no PAW quantity. Then $T\tilde\psi=\psi$ was solved in the same 116 plane waves. The restricted $T$ has a smallest singular value of 0.56, so it too is invertible. The lowest three levels are doublets (the energies are those of this basis and are not converged in the last digit):

| $E$ (hartree) | $(-x,-y,z)$ | $(y,x,z)$ | $(-x,-y,-z)+\boldsymbol\tau$ |
|---|---|---|---|
| $-0.481$ | 2 | 2 | 0 |
| $0.068$ | $-2$ | 0 | 0 |
| $0.164$ | 2 | 2 | 0 |

The characters of $\psi$ and $\tilde\psi$ agree for all 16 operations; the table shows three.

The zeros in the last column follow from the fractional translation. Let $I=\{-1|\boldsymbol\tau\}$, and let $h$ be the twofold rotation about $x$, which belongs to the little group. Then $hIh^{-1}=\{-1|S\boldsymbol\tau\}=\{1|\mathbf L\}I$ with $\mathbf L=S\boldsymbol\tau-\boldsymbol\tau=(0,-a/2,-a/2)$. Here $\mathbf k\cdot\mathbf L=-\pi$, so the translation contributes a factor $-1$. A trace is unchanged by conjugation, hence $\chi(I)=-\chi(I)=0$. A one-dimensional representation would have $|\chi(I)|=1$, so none exists at X in this crystal. The functions $\tilde\psi$ carry the same two-dimensional representations. In this model they are smooth in name only: the partial waves (19) are not tied to the Hamiltonian, $\psi$ is already smooth, and $\tilde\psi$ has more short-wavelength weight than $\psi$. The symmetry argument does not use smoothness.

**Faulty datasets.** The closure error is the norm of the difference between the two sides of (17), relative to the norm of the smooth pair; the largest value over the three doublets and 16 operations is quoted. In the basis of 116 plane waves it is $10^{-14}$ for the complete datasets, 0.008 with $d_{yz}$ missing and 0.07 with unequal atoms; the last two values depend on the cutoff. The largest matrix elements of $gT-Tg$ at $\mathbf k=0$ stand in the opposite order, 0.016 and 0.004. These elements refer to $\mathbf k=0$ and the closure errors to X, so the comparison shows only that, in this model, the largest element at $\mathbf k=0$ does not rank the symmetry errors of the low states at X. In both faulty cases $\psi$ retains its symmetry, since it was computed without $T$; any loss of symmetry occurs in $\tilde\psi$. It need not affect every state. The first and third doublets have character 2 under $(-x,-y,z)$, so both of their members are even under this operation. It maps each atom to itself up to a translation with $\mathbf k\cdot\mathbf L=0$, and $d_{yz}$ is odd under it. These states have no $d_{yz}$ projection and are unchanged when that channel is dropped; the error 0.008 belongs to the second doublet alone. A real calculation runs in the other direction: $\tilde\psi$ is found from the PAW eigenproblem in a finite basis, and $\psi=T\tilde\psi$. A faulty dataset can then lower the symmetry of the levels themselves. In this model, with $\tilde\psi$ confined to the 116 waves and $T\tilde\psi$ not truncated to them, unequal atoms split the first and third doublets.

The numerical check that follows gives the values used here.

## Calculated quantities

```
lattice constant a = 8.0 bohr, sphere radius = 1.6 bohr
half the nearest-neighbour distance = 1.7321 bohr
strength of phi - phit for s, p, d = [-1.  1.  2.]
M = <p|phi> for s, p, d = [0.5616 1.2795 1.3775]
harmonics, random improper rotation: |D D^T - 1| = 1.5e-14, l mixing = 6.0e-15
real space: largest |T f - f| at test points = 1.5559
real space: largest |T g f - g T f|, 48 operations = 2.7e-14
real space: largest |T T^-1 f - f| = 1.6e-14
s strength that makes M singular = -2.2809
kernel function: largest value before T = 0.2126, after T = 7.8e-16
Bloch test: k = [0.1 0.2 0.4] x 2 pi/a, L = [0. 4. 4.] bohr
Bloch phase k.L = 108.000 deg, from psit = 108.000 deg
plane waves at Gamma = 137, at X = 116
complete, identical: 48 of 48 operations commute, largest commutator element = 4.4e-16
d_yz missing: 16 of 48 operations commute, largest commutator element = 1.6e-02
d_xy, d_yz, d_xz missing: 48 of 48 operations commute, largest commutator element = 4.4e-16
atom 2 delta times 1.1: 24 of 48 operations commute, largest commutator element = 4.0e-03
Gaussian wells: depth = 2.0 hartree, width = 1.0 bohr
operations in the little group of X = 16
smallest singular value of T at X = 0.5639
characters at X for (-x,-y,z), (y,x,z), (-x,-y,-z)+tau
doublet 1, E = -0.48124 hartree
  psi : 2.000, 2.000, 0.000
  psit: 2.000, 2.000, 0.000
doublet 2, E = 0.06766 hartree
  psi : -2.000, 0.000, 0.000
  psit: -2.000, 0.000, 0.000
doublet 3, E = 0.16375 hartree
  psi : 2.000, 2.000, 0.000
  psit: 2.000, 2.000, 0.000
sum |character|^2 / group order = [1. 1. 1.]
closure error of psit, complete dataset = 1.3e-14
closure error of psit, d_yz missing = 8.42e-03
closure error of psit, unequal atoms = 7.21e-02
```
